# The Fierz matrix for Dirac quartic products and its square: test program

```python
"""Fierz rearrangement of quartic spinor products.

Result under test: for commuting spinors, Q = F Q', where
Q  = (S,V,T,A,P) built from (u1bar X u2)(u3bar Y u4),
Q' = the same products with u2 and u4 exchanged, and F F = 1.
Metric (+,-,-,-); gamma5 = i g0 g1 g2 g3; sigma = (i/2)[gamma,gamma];
T is summed over mu < nu; A uses gamma^mu gamma5 in both factors.
F[I,J] = lambda[I,J] * eps[J] / 4, with lambda the contraction factors
and eps the sign of the dual basis. Anticommuting fields give -F.
All quantities are dimensionless.
"""
from fractions import Fraction
import numpy as np

NAMES = "SVTAP"
metric = np.array([1, -1, -1, -1])
one2, zero2 = np.eye(2), np.zeros((2, 2))
pauli = [np.array([[0, 1], [1, 0]], complex),
         np.array([[0, -1j], [1j, 0]]),
         np.array([[1, 0], [0, -1]], complex)]
gamma = [np.block([[one2, zero2], [zero2, -one2]]).astype(complex)]
gamma += [np.block([[zero2, s], [-s, zero2]]) for s in pauli]
unit = np.eye(4, dtype=complex)
gamma5 = 1j * gamma[0] @ gamma[1] @ gamma[2] @ gamma[3]

for m in range(4):
    for n in range(4):
        anti = gamma[m] @ gamma[n] + gamma[n] @ gamma[m]
        assert np.allclose(anti, 2 * (m == n) * metric[m] * unit)

# Each class: list of (label, matrix, matrix with lowered indices)
classes = {name: [] for name in NAMES}
classes["S"].append(("1", unit, unit))
classes["P"].append(("g5", gamma5, gamma5))
for m in range(4):
    classes["V"].append((f"g{m}", gamma[m], metric[m] * gamma[m]))
    axial = gamma[m] @ gamma5
    classes["A"].append((f"g{m}g5", axial, metric[m] * axial))
    for n in range(m + 1, 4):
        sigma = 0.5j * (gamma[m] @ gamma[n] - gamma[n] @ gamma[m])
        classes["T"].append((f"s{m}{n}", sigma,
                             metric[m] * metric[n] * sigma))

# Dual signs from traces, then orthogonality and completeness
eps = []
for name in NAMES:
    signs = [np.trace(x @ y).real / 4 for _, x, y in classes[name]]
    assert np.allclose(signs, signs[0])
    eps.append(int(round(signs[0])))
assert eps == [1, 1, 1, -1, 1]
basis = [x for name in NAMES for _, x, _ in classes[name]]
dual = [e * y for name, e in zip(NAMES, eps) for _, _, y in classes[name]]
gram = np.array([[np.trace(d @ b) for b in basis] for d in dual])
assert np.allclose(gram, 4 * np.eye(16))
complete = sum(np.einsum("ij,kl->ijkl", b, d)
               for b, d in zip(basis, dual)) / 4
assert np.allclose(complete, np.einsum("il,jk->ijkl", unit, unit))

# Contraction factors: derived formulas against explicit matrix sums
v = [4, -2, 0, 2, -4]
h = [1, -1, 1, -1, 1]
lam = [[1] * 5, v, [Fraction(x * x - 4, 2) for x in v],
       [-a * b for a, b in zip(h, v)], h]
for i, outer in enumerate(NAMES):
    for j, inner in enumerate(NAMES):
        for _, b, _ in classes[inner]:
            total = sum(x @ b @ y for _, x, y in classes[outer])
            assert np.allclose(total, float(lam[i][j]) * b)

F = [[Fraction(lam[i][j]) * eps[j] / 4 for j in range(5)]
     for i in range(5)]
F_num = np.array(F, dtype=float)

# Independent determination of F: linear solve on all 256 components
def quartic(pairs):
    return sum(np.einsum("ij,kl->ijkl", x, y) for x, y in pairs)

def exchange(tensor):
    return tensor.transpose(0, 3, 2, 1)

tensors = [quartic([(x, y) for _, x, y in classes[c]]) for c in NAMES]

def solve_fierz(items):
    direct = np.array([t.ravel() for t in items]).T
    swapped = np.array([exchange(t).ravel() for t in items]).T
    solution, _, rank, _ = np.linalg.lstsq(swapped, direct, rcond=None)
    assert rank == 5
    assert np.allclose(swapped @ solution, direct)
    return solution.T

assert np.allclose(solve_fierz(tensors), F_num)

# Exact square, and effect of another normalization of the products
F2 = [[sum(F[i][k] * F[k][j] for k in range(5)) for j in range(5)]
      for i in range(5)]
assert F2 == [[int(i == j) for j in range(5)] for i in range(5)]
scale = np.array([1, 1, 2, -1, 1])
rescaled = solve_fierz([s * t for s, t in zip(scale, tensors)])
assert np.allclose(rescaled, np.diag(scale) @ F_num @ np.diag(1 / scale))
assert np.allclose(rescaled @ rescaled, np.eye(5))

# Even and odd combinations, checked on the tensors themselves
combos = [("3S+T+3P", [3, 0, 1, 0, 3], 1),
          ("2(S-P)+(V-A)", [2, 1, 0, -1, -2], 1),
          ("V+A", [0, 1, 0, 1, 0], -1),
          ("S-T+P", [1, 0, -1, 0, 1], -1),
          ("2(S-P)-(V-A)", [2, -1, 0, 1, -2], -1)]
assert np.linalg.matrix_rank([c for _, c, _ in combos]) == 5
for _, coeff, parity in combos:
    t = sum(c * q for c, q in zip(coeff, tensors))
    assert np.allclose(t, parity * exchange(t))
eigenvalues = np.sort(np.linalg.eigvals(F_num).real)
assert np.allclose(eigenvalues, [-1, -1, -1, 1, 1])

# Two left-handed currents
left = unit - gamma5
chiral = quartic([(g @ left, s * g @ left) for g, s in zip(gamma, metric)])
assert np.abs(chiral).max() > 0.5
assert np.allclose(chiral, -exchange(chiral))

# Anticommuting fields: explicit Grassmann products of 16 generators
def grassmann_bilinear(field_a, matrix, field_b):
    return {(4 * field_a + i, 4 * field_b + j): matrix[i, j]
            for i in range(4) for j in range(4) if matrix[i, j] != 0}

def grassmann_product(left_factor, right_factor, result):
    for p, a in left_factor.items():
        for q, b in right_factor.items():
            word = p + q
            swaps = sum(word[r] > word[s] for r in range(4)
                        for s in range(r + 1, 4))
            key = tuple(sorted(word))
            result[key] = result.get(key, 0) + (-1) ** swaps * a * b

def grassmann_quartic(name, second, fourth):
    result = {}
    for _, x, y in classes[name]:
        grassmann_product(grassmann_bilinear(0, x, second),
                          grassmann_bilinear(2, y, fourth), result)
    return result

g_direct = [grassmann_quartic(c, 1, 3) for c in NAMES]
g_swapped = [grassmann_quartic(c, 3, 1) for c in NAMES]
all_keys = set().union(*g_direct, *g_swapped)
for i in range(5):
    for key in all_keys:
        right = -sum(F_num[i, j] * g_swapped[j].get(key, 0)
                     for j in range(5))
        assert abs(g_direct[i].get(key, 0) - right) < 1e-12

# Worked example with integer spinors
u = {1: np.array([2, 1, 0, 1]), 2: np.array([1, 1, 1, 0]),
     3: np.array([2, 1, 1, 0]), 4: np.array([3, 1, 1, 2])}

def bilinear(a, matrix, b):
    return u[a].conj() @ gamma[0] @ matrix @ u[b]

def products(second, fourth):
    values = np.array([sum(bilinear(1, x, second) * bilinear(3, y, fourth)
                           for _, x, y in classes[c]) for c in NAMES])
    assert np.allclose(values.imag, 0)
    return values.real

Q, Q_swapped = products(2, 4), products(4, 2)
assert np.allclose(Q, F_num @ Q_swapped)
assert np.allclose(Q_swapped, F_num @ Q)

def show(z):
    re, im = int(round(z.real)), int(round(z.imag))
    assert abs(z - (re + 1j * im)) < 1e-10
    return f"{re}{im:+d}i" if im else f"{re}"

def row(values):
    return " ".join(f"{str(x):>6}" for x in values)

print("All numbers are dimensionless; column order S V T A P")
print("dual signs eps:", row(eps))
print("Contraction factors lambda (row: summed class)")
for name, values in zip(NAMES, lam):
    print(" ", name, row(values))
print("Fierz matrix F (commuting spinors)")
for name, values in zip(NAMES, F):
    print(" ", name, row(values))
print("F squared")
for name, values in zip(NAMES, F2):
    print(" ", name, row(values))
print("trace F =", sum(F[i][i] for i in range(5)))
print("eigenvalues of F:", row([int(round(x)) for x in eigenvalues]))
for k in u:
    print(f"spinor u{k} =", u[k].tolist())
print("Bilinears, upper indices; pairs 12, 34, 14, 32")
for name in NAMES:
    for label, x, _ in classes[name]:
        vals = [show(bilinear(a, x, b))
                for a, b in [(1, 2), (3, 4), (1, 4), (3, 2)]]
        print(f"  {label:5}", row(vals))
print("Q  (12)(34):", row([show(x) for x in Q]))
print("Q' (14)(32):", row([show(x) for x in Q_swapped]))
print("F Q'       :", row([show(x) for x in F_num @ Q_swapped]))
print("F Q        :", row([show(x) for x in F_num @ Q]))
print("Combination: value in Q, value in Q'")
for label, coeff, parity in combos:
    a, b = np.dot(coeff, Q), np.dot(coeff, Q_swapped)
    assert abs(a - parity * b) < 1e-10
    print(f"  {label:13}", row([show(a), show(b)]))
print("success")
```

Running it gives:

```
All numbers are dimensionless; column order S V T A P
dual signs eps:      1      1      1     -1      1
Contraction factors lambda (row: summed class)
  S      1      1      1      1      1
  V      4     -2      0      2     -4
  T      6      0     -2      0      6
  A     -4     -2      0      2      4
  P      1     -1      1     -1      1
Fierz matrix F (commuting spinors)
  S    1/4    1/4    1/4   -1/4    1/4
  V      1   -1/2      0   -1/2     -1
  T    3/2      0   -1/2      0    3/2
  A     -1   -1/2      0   -1/2      1
  P    1/4   -1/4    1/4    1/4    1/4
F squared
  S      1      0      0      0      0
  V      0      1      0      0      0
  T      0      0      1      0      0
  A      0      0      0      1      0
  P      0      0      0      0      1
trace F = -1
eigenvalues of F:     -1     -1     -1      1      1
spinor u1 = [2, 1, 0, 1]
spinor u2 = [1, 1, 1, 0]
spinor u3 = [2, 1, 1, 0]
spinor u4 = [3, 1, 1, 2]
Bilinears, upper indices; pairs 12, 34, 14, 32
  1          3      6      5      2
  g0         3      8      9      4
  g1         2      6      8      2
  g2      0+2i   0-4i      0      0
  g3         1      3     -1      3
  s01        0   0+4i   0+2i      0
  s02        0      2      6     -2
  s03     0+3i   0-3i   0+1i   0+1i
  s12        1      4      7      0
  s13     0+2i   0-3i      0   0+1i
  s23        2      3      4      3
  g0g5       3      7      5      3
  g1g5       4      7      6      3
  g2g5       0   0-1i   0+2i   0-1i
  g3g5       1      6      3      2
  g5         1      1      3      1
Q  (12)(34):     18      1      7    -13      1
Q' (14)(32):     10     23     25    -11      3
F Q'       :     18      1      7    -13      1
F Q        :     10     23     25    -11      3
Combination: value in Q, value in Q'
  3S+T+3P           64     64
  2(S-P)+(V-A)      48     48
  V+A              -12     12
  S-T+P             12    -12
  2(S-P)-(V-A)      20    -20
success
```
